# Depth-periodic composition in alloys grown off-centre on a rotating wafer

## A two-beam caricature

Suppose that a point on a turning wafer spends half of each turn nearer to cell A and half nearer to cell B. In the first half it collects an alloy rich in A, in the second an alloy rich in B. Let the total growth rate $v$ be the same in both halves, and let the wafer make $f$ turns per second. Each half-turn lasts $1/(2f)$ and adds a thickness $v/(2f)$. The film is then a stack of alternating sheets, and the stack repeats after

$$\Lambda=\frac{v}{2f}+\frac{v}{2f}=\frac{v}{f}.$$

Growth acts as a strip-chart recorder: the composition arriving now is written at the present surface and then buried. Rotation supplies the periodic signal, and growth supplies the paper speed.

Real beams vary smoothly, and the growth rate varies during the turn as well. The period survives both changes, provided that $v$ is read as the local rate averaged over a turn.

## Why the period is mean rate over frequency

Assume steady beams, steady rotation of a flat wafer about its normal, and atoms that fly without collisions, stick with a constant probability and stay where they are buried. Let $J_A(t)$ and $J_B(t)$ be the numbers of atoms incorporated per area and time at one point of the wafer, and $\Omega_A,\Omega_B$ the volumes they add per atom. Composition and growth rate are

$$x(t)=\frac{J_A}{J_A+J_B},\qquad \frac{dz}{dt}=v(t)=\Omega_AJ_A+\Omega_BJ_B>0 .$$

After one turn, $T=1/f$, the point is back in the same position relative to the cells. Both $x$ and $v$ therefore have period $T$. The thickness added in any interval of length $T$ is the same, so

$$z(t+T)-z(t)=\int_t^{t+T}v(t')\,dt'=\bar v\,T=\frac{\bar v}{f}\equiv\Lambda .$$

Because $v>0$, depth increases steadily with time and each depth belongs to one instant. Let $z$ be the surface height at time $t$. The height $z+\Lambda$ is reached at $t+T$, when the arriving composition is the same:

$$x(z+\Lambda)=x(z),\qquad \Lambda=\bar v(r)/f .$$

No small modulation, particular beam shape or equality of atomic volumes was assumed. A deliberately awkward case tests this. At 10 rpm and 60 mm from the axis, the cells stand at 250 and 320 mm, with tilts of 30° and 40° and azimuths of 10° and 200°. Cell A has a $\cos^2\theta$ lobe and is aimed off-centre by 15 and −5 mm along the $x$ and $y$ axes, which lie in the wafer plane but are fixed in the chamber; cell B has a cosine lobe. The rates at the centre are 0.1 and 0.2 nm/s before B is given an atomic volume 1.15 times that of A. The grown profile repeats every 1.914 nm, which agrees with the rate averaged around the circle divided by $f$.

The argument gives *a* period. It is the shortest one when the Fourier series of the composition in depth contains the fundamental, the component of period $\Lambda$. The same argument covers any other influence that repeats once per turn, so the period alone does not prove that the cells are responsible. For that, the size of the effect and its dependence on position are needed.

## How the flux changes during a turn

In a gas at rest behind a small orifice, velocities are isotropic. The number of atoms crossing the orifice per unit solid angle, at angle $\theta_e$ to its axis, is proportional to the velocity component along the axis, hence to $\cos\theta_e$. A wafer patch of area $dA$ at distance $R$, whose normal makes an angle $\theta_s$ with the beam, subtends the solid angle $dA\cos\theta_s/R^2$. Thus

$$J\propto\frac{\cos\theta_e\cos\theta_s}{R^2}.$$

Put the origin at the wafer centre. The cell, aimed at the centre, has distance $D$, tilt $\alpha$ from the wafer normal and azimuth $\phi$; the wafer point is at radius $r$:

$$\mathbf S=D(\sin\alpha\cos\phi,\ \sin\alpha\sin\phi,\ \cos\alpha),\qquad
\mathbf P=r(\cos2\pi ft,\ \sin2\pi ft,\ 0).$$

Define $\epsilon=r/D$, $s=\sin\alpha$, $\psi=2\pi ft-\phi$ and $u=\epsilon s\cos\psi$. Since $\mathbf S\cdot\mathbf P=D^2u$,

$$R^2=|\mathbf S-\mathbf P|^2=D^2(1+\epsilon^2-2u),$$

$$\cos\theta_e=\frac{(\mathbf S-\mathbf P)\cdot\mathbf S}{RD}=\frac{D(1-u)}{R},\qquad \cos\theta_s=\frac{D\cos\alpha}{R}.$$

Multiplying the factors and dividing by the value at the centre, where $J\propto\cos\alpha/D^2$, gives

$$F=\frac{J}{J_{\rm centre}}=\frac{1-u}{(1+\epsilon^2-2u)^2}.$$

This was tested by tracing three million atoms of a Maxwell gas to the wafer plane from a cell at 300 mm, tilted 35° from the wafer normal. The fraction landing between radii of 50 and 70 mm was 0.02122, against 0.02120 from the flux formula. Their azimuthal modulation, twice the mean of $\cos\psi$, was 0.337 against 0.333; the sampling uncertainty is about 0.006.

For small $\epsilon$, write the denominator as $(1-y)^2$ with $y=2u-\epsilon^2$ and use $(1-y)^{-2}=1+2y+3y^2+\dots$. Through second order,

$$F=(1-u)(1+4u-2\epsilon^2+12u^2)=1+3u-2\epsilon^2+8u^2 .$$

The leading modulation is $3\epsilon s\cos\psi$. Of the factor 3, two parts come from $1/R^2$ and one from $\cos\theta_s$. The emission lobe contributes nothing at this order, because

$$\cos^2\theta_e=\frac{(1-u)^2}{(1-u)^2+\epsilon^2-u^2}\simeq1-(\epsilon^2-u^2).$$

A lobe $\cos^n\theta_e$ therefore has the same leading modulation, provided that the cell is aimed at the centre. An aiming error puts the wafer on the sloping side of the lobe and changes the amplitude, but not the period law.

The average over a turn follows from $\overline u=0$ and $\overline{u^2}=\epsilon^2s^2/2$. For two cosine cells with equal $D$ and $\alpha$,

$$\frac{\bar v(r)}{v(0)}\simeq1-2\epsilon^2+4\epsilon^2s^2 .$$

The first-order variation has gone from the average thickness, which is why rotation makes films uniform. It has not gone from the time record.

## Why different cell positions are needed

Let $x_0$ be the composition at the centre and $\delta_i=F_i-1$. For equal atomic volumes,

$$x=\frac{x_0(1+\delta_A)}{1+S},\qquad S=x_0\delta_A+(1-x_0)\delta_B .$$

Subtracting $x_0$ and using $\delta_A-S=(1-x_0)(\delta_A-\delta_B)$,

$$x-x_0=\frac{x_0(1-x_0)(\delta_A-\delta_B)}{1+S}.$$

Only the difference between the two modulations changes the composition. If both beams come from one place with the same lobe, then $\delta_A=\delta_B$: the growth rate swings, but the alloy is uniform. Even with lobes $\cos\theta_e$ and $\cos^3\theta_e$, the example below would have a composition half-swing of 0.0002, while the growth rate would have a half-swing of 11% of its mean.

Now take equal $D$ and $\alpha$ but azimuths differing by $\Delta\phi=\phi_B-\phi_A$, with mean $\bar\phi$. The identity for a difference of cosines gives

$$\cos\psi_A-\cos\psi_B=-2\sin(2\pi ft-\bar\phi)\sin(\Delta\phi/2).$$

To leading order $1+S$ may be replaced by 1. The amplitude is therefore

$$a=6\,\frac rD\,\sin\alpha\;x_0(1-x_0)\left|\sin\frac{\Delta\phi}{2}\right| .$$

The difference between $2\pi ft$ and $2\pi z/\Lambda$, apart from a constant, is itself of first order. Replacing time by depth thus changes this already first-order wave at second order only, and $a$ is also the leading amplitude in depth.

The effect vanishes on the axis and grows linearly with radius. It is greatest for opposite cells and disappears in a pure material. Cells at equal azimuth but with different $\sin\alpha/D$ also leave a remainder, since their values of $3\epsilon s$ differ.

Symmetry can remove the fundamental. Split A equally between cells at 0° and 180°, and B between 90° and 270°. The fluxes now repeat every half-turn, and the period is $\Lambda/2$. In each pair the terms $3u$ cancel, while $8u^2=4\epsilon^2s^2(1+\cos2\psi)$ survives, with opposite signs of the oscillation for A and B. The leading amplitude is $8\epsilon^2s^2x_0(1-x_0)$, second order in $r/D$.

## How large: a worked case

The parameters are round values in the rough regime of solid-source molecular-beam epitaxy of III–V alloys on a 3-inch wafer; no particular compound is implied. The two group-III beams set the growth rate, and the group-V element is in excess.

- Growth at the centre: 1 µm/h, or 0.2778 nm/s, with $x_0=0.30$.
- Rotation: 10 rpm, or one turn in 6.0 s.
- Geometry: $r=20$ mm, $D=300$ mm, $\alpha=35°$, azimuths 0° and 120°.
- Thickness of one layer: $d=0.28$ nm.

The mean rate at the point is 0.27693 nm/s, 0.3% below that at the centre. Hence

$$\Lambda=0.27693\ \text{nm/s}\times6.0\ \text{s}=1.66\ \text{nm}=16.6\ \text{Å},$$

or 5.9 layers. The spacing measured between successive upward crossings of the computed profile is the same. Using the rate at the centre would give 1.667 nm instead of 1.662 nm; the difference is small here but grows as $r^2$.

Each beam is modulated by $3\epsilon s=0.115$. The composition amplitude is

$$a=2\times0.1147\times0.30\times0.70\times\sin60°=0.0417 .$$

The fundamental of the full depth profile is 0.0415. The formula's error is 0.5% at 20 mm and 0.13% at 10 mm, a fall by four on halving the radius, as expected if the neglected relative correction is proportional to $r^2$.

The composition runs from 0.260 to 0.343, slightly farther above 0.30 than below it. The denominator $1+S$ explains this. At the A-rich extreme, to first order in $r/D$, $\delta_A=-\delta_B=0.1147\sin60°=0.099$, so

$$S=(0.30-0.70)\times0.099=-0.040 .$$

The majority beam B is then weak, the total rate is low, and the deviation becomes $0.0417/0.960=0.043$. At the other extreme it is $0.0417/1.040=0.040$. The A-rich part is more extreme but is laid down more slowly.

These features balance in the depth average. For equal volumes, the A thickness added per turn is $x_0v(0)\overline F/f$ and the total is $v(0)\overline F/f$. Their ratio is $x_0=0.30$. A measurement of only the mean composition over many periods would therefore miss the modulation in this model. Without rotation, the same range of compositions would lie around the circle of radius 20 mm: rotation turns a lateral variation into a vertical one.

## What whole layers record

A crystal does not record a continuous depth. In ideal layer-by-layer growth, layer $n$ averages the arriving composition from $nd$ to $(n+1)d$. With $q=2\pi/\Lambda$ and any phase $\chi$,

$$\frac1d\int_{nd}^{(n+1)d}\cos(qz+\chi)\,dz
=\frac{\sin(qd/2)}{qd/2}\cos\!\left[q\left(n+\tfrac12\right)d+\chi\right].$$

The amplitude is multiplied by $|\sin(\pi d/\Lambda)/(\pi d/\Lambda)|$. At 10 rpm this is 0.954, which leaves 0.0396.

Faster rotation shortens $\Lambda$, but a period below two layers cannot be displayed as such. The phase advances by $2\pi d/\Lambda$ per layer, and whole turns of phase are invisible. If $m$ is the integer nearest to $d/\Lambda$, the apparent period is

$$\Lambda_{\rm app}=\frac{d}{|d/\Lambda-m|}.$$

At 50 rpm, with the beams unchanged, $\Lambda=0.332$ nm and $d/\Lambda=0.843$. The layers show a wave of period $0.28/0.157=1.78$ nm, longer than the one at 10 rpm. Its amplitude is only 0.0074. Reading this period as rate over frequency would give a wrong growth rate.

At one turn per layer, here 59.3 rpm, every layer receives one complete turn of both beams and the modulation from layer to layer vanishes. The computed layers are then equal to within rounding. Sharp completion of each layer is not essential. If all layers fill with the same history, merely delayed by one layer time, each still receives the same dose of A when that delay equals the period of rotation.

Equal doses do not make a layer uniform within itself. In step-flow growth, atomic steps sweep across terraces, and at this speed a step crosses one terrace during one turn. If atoms are incorporated promptly and do not mix sideways, the composition swing is laid out across the terrace. With regular steps it falls in the same place in every layer.

The cancellation tolerates small errors. If $d/\Lambda=1-\eta$ with small $\eta$, the layer factor is approximately $|\eta|$. A 1% error in growth rate thus leaves about 1% of the original amplitude. Above one turn per layer the factor stays below $1/\pi$, because the sine is at most 1.

## What blurs the record in a real film

Surface segregation can weaken the record strongly. Let a fraction $p$ of the A atoms in the surface reservoir pass to the next layer. If $x_n$ is supplied to layer $n$, the reservoir obeys $g_n=pg_{n-1}+x_n$, and $(1-p)g_n$ is buried. For $x_n=e^{iqnd}$, put $g_n=Ge^{iqnd}$; then $G(1-pe^{-iqd})=1$, and the amplitude is multiplied by

$$\frac{1-p}{|1-pe^{-iqd}|}.$$

At 10 rpm the factor is 0.57 for $p=0.5$ and 0.22 for $p=0.8$, values chosen as rough examples of moderate and strong segregation. For $p=0.8$ the steady reservoir holds $x_0/(1-p)=1.5$ layers of A. The model sets no limit on this amount, so the second factor is only a rough guide. The layer amplitude of 0.0396 falls to about 0.023 or 0.009.

A rough front buries simultaneous arrivals at different heights. For a Gaussian height distribution $g(\zeta)$ of width $\sigma$, the factor is $I(q)=\int g\cos q\zeta\,d\zeta$. Since $\zeta g=-\sigma^2g'$, integration by parts gives $dI/dq=-q\sigma^2I$. With $I(0)=1$,

$$I=e^{-q^2\sigma^2/2}.$$

For $\sigma=0.2$ nm this is 0.75. If $\sigma$ already includes the spread due to whole layers, this factor takes the place of the layer factor, to a good approximation while $\Lambda$ spans several layers. The spread meant is that of the burial height, to which ideal layers contribute $d^2/12$ in $\sigma^2$. With that spread alone the Gaussian gives 0.954 at 10 rpm, as the layer factor does, but 0.31 instead of 0.18 at 50 rpm, and it does not vanish at one turn per layer. If $\sigma$ describes a continuous front that is then divided into layers, the two factors are multiplied.

Interdiffusion by hops between neighbouring layers, with diffusivity $D_s$, follows

$$\dot x_n=\frac{D_s}{d^2}(x_{n+1}+x_{n-1}-2x_n).$$

Inserting a wave $e^{iqnd}$ gives the factor $\exp[-2(D_st/d^2)(1-\cos qd)]$. An assumed $10^{-20}$ cm²/s for one hour gives 0.95. Diffusivity depends strongly on temperature, so a hotter anneal may matter far more.

These three filters are linear in composition. They treat all depths alike if $p$ and $\sigma$ stay constant and the diffusion takes place in an anneal after growth; diffusion during growth acts longest on the deepest layers and hardly at all on the last ones. They reduce the contrast and leave the period unchanged. Segregation that depends on composition is not linear and can distort the wave.

Gas scattering is a smaller effect here than segregation or roughness. Treating a background at $10^{-5}$ Torr and 300 K as stationary, with a collision diameter of 0.5 nm, gives a free path of 4.0 m. About 7% of the atoms are scattered over 300 mm. The stationary treatment suits heavy molecules such as As$_4$; in a light, fast gas such as H$_2$ at the same pressure and diameter, about 20% of the atoms would meet a collision. Suppose that they all arrive as a uniform background. Atoms bound for the nearer side of the wafer have a shorter path and are lost less often; with a free path $\lambda$, this adds $(D/\lambda)u$ to the leading term $3u$, a relative gain of $D/(3\lambda)=0.025$. The modulation is then multiplied by about $0.927\times1.025=0.95$, a fall of 5%. Flight time is negligible: atoms of 70 u from a cell at 1200 K take 0.5 ms on average, during which the wafer turns by 0.03°.

The cell distance matters too: halving it at fixed radius and angles doubles the leading amplitude. Re-evaporation at a constant fraction merely changes the incorporated rates. If that fraction varies during the turn, it modulates the growth rate, and it also changes the incorporated composition if A and B are affected differently.

## What to do about it

**Identify it.** Keep the beams fixed and change the rotation speed. While $\Lambda$ exceeds two layers, the period should follow $1/f$. Compare several radii: the amplitude from the cells should grow linearly from the axis. A wafer centre displaced by 1 mm from the axis already has an amplitude of 0.002 in the example.

**Reduce it at the source.** Put the two alloying cells in neighbouring ports. At fixed distance and tilt, reducing their separation from 120° to 60° multiplies the leading amplitude by $\sin30°/\sin60°=0.58$. A larger $D$ also helps, at the cost of flux for a given cell output. A smaller tilt reduces the modulation but can worsen thickness uniformity: for cosine lobes, the second-order change in mean rate cancels at $\sin^2\alpha=1/2$, or 45°.

**Choose the speed by layers.** To equalize the layer averages, though not necessarily the composition within a layer, set the following speed if the manipulator permits it:

$$f=\bar v/d .$$

Where this speed is out of reach, rotate as fast as is practical: up to one turn per layer, the layer factor falls steadily with speed. The contrast left after strong interdiffusion need not: once $\Lambda$ is below two layers, the apparent wave grows longer with speed and diffuses away more slowly. For $D_st/d^2=1$, about $2\times10^{-19}$ cm²/s for one hour, the amplitude in the example is about 0.0005 at 33 rpm but 0.003 at 50 rpm. When the growth rate is changed, the rotation speed should be changed in proportion.

The numerical output below gives the values used here.

## Table of computed values

```
cell distance 300 mm, tilt 35 deg
cell azimuths A 0 deg, B 120 deg
radius of the point 20 mm, radius/distance 0.0667
centre composition x0 0.30, layer 0.28 nm
rotation 10 rpm = 0.1667 turns/s, one turn 6.0 s
growth rate at centre 0.27778 nm/s
mean growth rate at the point 0.27693 nm/s
rate ratio point/centre: direct 0.99694
rate ratio point/centre: formula 0.99696
first-order flux factor, lobe 1: 3.0000, lobe 3: 3.0000
flux modulation of one cell, 3*eps*sin(tilt): 0.1147
traced atoms, ring 50-70 mm: modulation 0.337
flux formula, same ring: modulation 0.333
traced atoms, fraction in ring 0.02122
flux formula, fraction in ring 0.02120
PERIOD mean rate/frequency 1.6616 nm = 16.616 angstrom
period from crossings of grown profile 1.6616 nm
centre rate/frequency 1.6667 nm
period in layers 5.934
composition minimum 0.2601, maximum 0.3432
depth-averaged composition 0.300000
amplitude of fundamental: direct 0.04151
amplitude of fundamental: formula 0.04173
relative error of formula at 20 mm: -0.00514
relative error of formula at 10 mm: -0.00129
unlike cells, radius 60 mm: period 1.9140 nm
cells at one place: composition half-swing 0.000178
cells at one place: relative rate half-swing 0.1144
opposite pairs of cells: period 0.8308 nm
layer averaging factor at 10 rpm 0.9539
layer-sampled amplitude at 10 rpm 0.03960
at 50 rpm: rate/frequency 0.3323 nm
at 50 rpm: apparent (aliased) period 1.779 nm
at 50 rpm: layer-sampled amplitude 0.00744
one turn per layer at 59.34 rpm
layer composition spread there 3.2e-13
segregation, carried fraction 0.5: factor 0.574
segregation, carried fraction 0.8: factor 0.216
front roughness 0.2 nm: factor 0.751
diffusivity 1e-20 cm2/s for 3600 s: factor 0.954
axis offset 1 mm: amplitude at wafer centre 0.00209
gas 1e-05 Torr, 300 K, collision diameter 0.5 nm
free path 3.96 m, scattered fraction 0.073
cell 1200 K, atomic mass 70 u
mean flight time 0.498 ms, wafer turns 0.0299 deg
```
